# Why X-Ray Photovoltage Shifts Band Bending but Hardly the Valence Offset

**Question.** A thin oxide on a semiconductor is measured by x-ray photoemission. The x-rays create electrons and holes, and these reduce the band bending under the oxide. Why can the valence offset obtained from core levels stay the same while the apparent Fermi level at the interface moves by a tenth of an electronvolt or more? How nearly the same does it stay?

**Answer.** The offset is a difference between levels on the two sides of one interface. The Fermi position is a difference between a level at the interface and a reference at the back contact. A photovoltage arises between the interface and the back contact, so it enters the second difference and cancels from the first. The cancellation requires the charge in and on the oxide to stay fixed. Even then a small remainder is left, because photoelectrons come from a finite depth and not from the interface plane.

### What the spectrum measures

Take a p-type semiconductor with acceptor density $N$, a grounded ohmic back contact, and positive net charge in and on the oxide. Let $z$ be the depth below the interface and $\phi(z)$ the electrostatic potential relative to the semiconductor bulk, with interface value $\psi=\phi(0)>0$. A positive potential lowers electron energies, so it raises binding energies. The elementary charge is $q>0$.

Binding energies are counted from the Fermi level of the spectrometer, which is also that of the back contact. Let $C_s$ and $C_o$ be the distances from the core level to the valence edge within the semiconductor and the oxide. They are taken as material constants, unaffected by light. If the oxide valence edge lies $\Delta E_v$ below that of the semiconductor at the interface, the two binding energies are

$$B_s=C_s+(E_F-E_v)_{\rm bulk}+q\langle\phi\rangle_s,$$

$$B_o=C_o+\Delta E_v+(E_F-E_v)_{\rm bulk}+q\langle\phi\rangle_o .$$

The brackets are averages over the depths from which electrons escape. Subtracting gives the apparent offset:

$$\Delta E_{\rm app}=(B_o-C_o)-(B_s-C_s)=\Delta E_v+q\left(\langle\phi\rangle_o-\langle\phi\rangle_s\right).$$

A potential change common to both regions drops out. The Fermi position inferred at the interface, once the semiconductor line is corrected for sampling depth, keeps it:

$$(E_F-E_v)_{\rm app}=(E_F-E_v)_{\rm bulk}+q\psi .$$

The word "apparent" matters here. Under irradiation there is no single Fermi level. At low injection the hole quasi-Fermi level is nearly flat and joins the back-contact level, so the formula gives the position of the hole level. The electron level lies higher.

### Why the oxide follows rigidly

Let the outer oxide surface carry a positive charge $\sigma_o$ per area, and let the remaining fixed charge sit at the interface. There is no field outside the stack, so Gauss's law across the outer surface gives a field towards the semiconductor,

$$F_o=\frac{\sigma_o}{\varepsilon_o}.$$

Nothing about the semiconductor appears in it. At height $h$ above the interface the potential is $\psi+F_oh$: when $\psi$ changes, the whole oxide moves with it. Fixed charge inside the oxide would add another potential profile, equally independent of $\psi$.

Electrons from height $h$ in an oxide of thickness $t$ have the weight $e^{-(t-h)/\lambda_o}$. The factor $e^{-t/\lambda_o}$ cancels on normalization, and integration by parts gives

$$\langle h\rangle=\frac{\int_0^t h\,e^{h/\lambda_o}dh}{\int_0^t e^{h/\lambda_o}dh}
=\frac{\lambda_o t\,e^{t/\lambda_o}-\lambda_o^2(e^{t/\lambda_o}-1)}{\lambda_o(e^{t/\lambda_o}-1)}
=\frac{t}{1-e^{-t/\lambda_o}}-\lambda_o .$$

Hence $\langle\phi\rangle_o=\psi+\sigma_o\langle h\rangle/\varepsilon_o$.

In the semiconductor the weight is $e^{-z/\lambda}/\lambda$ and the field is $F=-d\phi/dz$. Again by parts,

$$\langle\phi\rangle_s=\frac1\lambda\int_0^\infty\phi\,e^{-z/\lambda}dz
=\psi-\int_0^\infty F\,e^{-z/\lambda}dz .$$

The interface potential cancels between the two averages:

$$\Delta E_{\rm app}=\Delta E_v+\frac{q\sigma_o\langle h\rangle}{\varepsilon_o}+q\int_0^\infty F\,e^{-z/\lambda}dz .$$

The last two terms are biases present in the dark as well. A constant apparent offset is therefore not proof of a correct one.

### Why the bending falls at fixed charge

The semiconductor must balance the total fixed charge $\sigma$ outside it, so its surface field $F_s=\sigma/\varepsilon$ is the same in dark and light. What changes is the kind of charge that supplies the balance.

In the dark it comes from ionized acceptors spread over a wide depletion layer. Under x-rays, electrons gather at the interface and supply part of it. Fewer acceptors need to be uncovered, the depletion layer shrinks, and the same surface field is accompanied by a smaller potential drop.

To calculate this, write $v=kT/q$ and $u=\phi/v$, and let $p_b$ and $n_b$ be the hole and electron densities at the inner edge of the depletion layer. Neutrality there requires $p_b-n_b=N$. With flat quasi-Fermi levels and Boltzmann statistics the charge density is

$$\rho=q\left(p_be^{-u}-n_be^{u}-p_b+n_b\right).$$

Multiply Poisson's equation $\varepsilon\phi''=-\rho$ by $\phi'$. The left side becomes the derivative of $\varepsilon F^2/2$. Integrating from the bulk, where $F$ and $\phi$ vanish,

$$\frac{\varepsilon F^2}{2}=-\int_0^\phi\rho\,d\phi'
=qv\left[p_b(e^{-u}+u-1)+n_b(e^u-u-1)\right].$$

For $u\gg1$ and $n_b\ll N$, $e^{-u}$ is negligible, $p_b\approx N$, and only the exponential part of the electron term matters:

$$F_s^2\approx\frac{2qv}{\varepsilon}\left[N(u-1)+n_be^u\right].$$

Let $u_d$ and $u_l$ be the dark and illuminated interface values. For dark depletion the electron term is negligible. Equal surface fields then require

$$N(u_d-1)=N(u_l-1)+n_be^{u_l}.$$

Set $w=u_d-u_l$. Then $w=(n_b/N)e^{u_d}e^{-w}$, or

$$we^w=A,\qquad A=\frac{n_b}{N}e^{\psi_d/v}.$$

The solution is the Lambert function $W(A)$, so the photovoltage, defined here as the loss of bending, is

$$V=\psi_d-\psi_l=v\,W(A).$$

For $A\ll1$, $V\approx vA$, which is linear in $n_b$. For large $A$ the growth is nearly logarithmic. Taking the logarithm, $w+\ln w=\ln A$, and differentiating,

$$\frac{dV}{d\ln n_b}=v\frac{w}{1+w}.$$

Complete flattening is impossible at fixed nonzero $\sigma$: flat bands would have $F_s=0$. The approximate formula itself fails earlier, when $u_l$ is no longer large.

### How many electrons the x-rays supply

Let $P$ be the pair rate per area, $\ell$ the absorption length, $D$ and $\tau$ the electron diffusion constant and lifetime, and $L=\sqrt{D\tau}$. In a thick sample, with $x$ counted from the depletion edge (its width is negligible beside $\ell$), the excess density $n$ obeys

$$Dn''-\frac n\tau+\frac P\ell e^{-x/\ell}=0,\qquad Dn'(0)=Sn(0),$$

where $S$ is an effective surface recombination velocity. Multiply by $e^{-x/L}$ and integrate over $x$. After two integrations by parts the volume terms cancel, because $D/L^2=1/\tau$. The boundary terms leave

$$Dn'(0)+\frac DL n(0)=\frac P\ell\int_0^\infty e^{-x/L-x/\ell}dx=P\frac{L}{L+\ell}.$$

Inserting the surface condition,

$$\Delta n=n(0)=\frac{P}{S+D/L}\,\frac{L}{L+\ell}.$$

The density needed above is $n_b=n_0+\Delta n$, with $n_0$ the dark minority density.

### Numbers for an oxide on silicon

The parameters are round model values in the rough regime of hafnium oxide on silicon at 300 K: $N=10^{17}\ \mathrm{cm^{-3}}$, $\psi_d=0.60$ V, $t=3$ nm, relative permittivities 11.7 and 20, and escape lengths of 3 nm in the semiconductor and 2 nm in the oxide. The true offset is set to 3.00 eV.

A flux of $10^{11}$ photons $\mathrm{cm^{-2}\,s^{-1}}$ at 1486.6 eV, with 3.6 eV spent per pair, gives

$$P=10^{11}\times\frac{1486.6}{3.6}=4.13\times10^{13}\ \mathrm{cm^{-2}\,s^{-1}}.$$

With $D=20\ \mathrm{cm^2/s}$ and $L=141.4\ \mathrm{\mu m}$, $D/L=1414$ cm/s. Taking $S=1000$ cm/s and $\ell=8\ \mathrm{\mu m}$,

$$\Delta n=\frac{4.13\times10^{13}}{2414}\times\frac{141.4}{149.4}=1.62\times10^{10}\ \mathrm{cm^{-3}}.$$

This is only $1.6\times10^{-7}$ of the acceptor density, but far above the dark value $n_0=9.2\times10^2\ \mathrm{cm^{-3}}$. The bending multiplies it by $e^{0.600/0.02585}=1.20\times10^{10}$ in the argument of the Lambert function:

$$A=1.62\times10^{-7}\times1.20\times10^{10}\approx1.94\times10^3,\qquad W(A)=5.81,$$

$$V=25.85\ \mathrm{mV}\times5.81=0.150\ \mathrm V .$$

A numerical solution of Poisson's equation through the whole stack, with the same charges and edge densities, also gives 0.150 V.

The charge balance shows the mechanism. The total fixed charge is $8.62\times10^{11}$ charges $\mathrm{cm^{-2}}$. In the light, electrons supply $1.25\times10^{11}$ of these, leaving $7.36\times10^{11}$ for acceptors. Divided by $N$, the acceptor charge corresponds to a depletion width of about 74 nm instead of 86 nm. Depletion bending varies as the square of the width, so this estimate gives $0.60\times(74/86)^2\approx0.44$ V, close to the calculated 0.450 V.

The apparent Fermi position at the interface plane moves from 0.737 to 0.587 eV above the valence edge. Read directly from the semiconductor line, without correction for sampling depth, it would move from 0.698 to 0.551 eV. The electron quasi-Fermi level lies 0.431 eV above the hole level, hence about 1.02 eV above the valence edge. The spectrum's reference does not reveal it.

The oxide core level moves from 17.771 to 17.620 eV, by the full 0.150 eV. The semiconductor level moves from 99.698 to 99.551 eV, by 0.147 eV. The apparent offset goes from 3.072 to 3.069 eV, a change of $-3.3$ meV, or about 2% of the photovoltage.

### The small remainder

With fixed charge, the derived change is

$$\delta\Delta E_{\rm app}=q\int_0^\infty(F_l-F_d)e^{-z/\lambda}dz .$$

Both fields start at $F_s$. For $u>0$ the charge density is negative, so both decrease with depth and stay between $F_s$ and zero. Their difference is smaller than $F_s$ in magnitude, and therefore

$$|\delta\Delta E_{\rm app}|<qF_s\lambda=40\ \mathrm{meV}$$

for $F_s=0.133$ MV/cm. The actual remainder is much smaller. The fields coincide at the interface, and the acceptor charge within the sampled depth is the same in dark and light, so there the fields differ only through the electrons between the interface and the depth considered. All the electrons together balance about 15% of the fixed charge, which limits the remainder to about $0.15\times40\approx6$ meV. Just below the interface, the illuminated field falls faster: the electron density there is $n_be^{u_l}=Nw=5.8\times10^{17}\ \mathrm{cm^{-3}}$, added to the acceptor charge. This gives the integrand its initial negative sign; the full integral gives $-3.3$ meV.

The static biases are larger than this change. The outer charge is $2\times10^{12}\ \mathrm{cm^{-2}}$, giving an oxide field of 0.181 MV/cm. With $\langle h\rangle=1.86$ nm, the oxide bias is 33.7 meV. The semiconductor field adds 38.6 meV in the dark. Together they explain why the apparent offset is 3.072 eV when the true one is 3.000 eV.

### What a change of flux reveals

With all other parameters and the fixed charge held constant, the model gives:

| Flux ($\mathrm{cm^{-2}\,s^{-1}}$) | $V$ (V) | Offset change (meV) |
|---|---|---|
| $10^9$ | 0.057 | $-1.2$ |
| $10^{10}$ | 0.101 | $-2.2$ |
| $10^{11}$ | 0.150 | $-3.3$ |
| $10^{12}$ | 0.202 | $-4.5$ |

Reducing the flux a hundredfold from $10^{11}$ still leaves 0.057 V in this model. Recombination inside the depletion layer, which a constant $S$ does not describe, weighs more at low flux; with midgap centres and the same lifetime it would lower this value to about 0.05 V. A weak source therefore need not give the dark bending. The logarithmic slope at $10^{11}$ is 22 mV, below $v=25.9$ mV by the factor $w/(1+w)$. An offset that stays constant across such a series does not show that photovoltage is absent; the absolute positions of the lines must be followed.

For n-type material with negative fixed charge and upward bending, exchanging electrons with holes and reversing all charges reverses $\phi$. With the mirrored parameters, the semiconductor core level moves by $+0.147$ eV instead of $-0.147$ eV, and the offset changes by $+3.3$ meV.

### When the charge is not fixed

Suppose that $2\times10^{11}$ electrons $\mathrm{cm^{-2}}$ are also caught at the interface. The illuminated bending falls further, to 0.360 V. The oxide field is unchanged, since $\sigma_o$ is unchanged, but the semiconductor surface field is reduced. The measured offset is now 9.4 meV below its dark value. Interface capture thus leaves the alignment at the interface plane intact but alters the sampling bias.

If instead $5\times10^{11}$ positive charges $\mathrm{cm^{-2}}$ are added on the outer surface, the apparent offset rises by 17.8 meV from its previous illuminated value. The oxide field accounts for

$$\frac{q\,\delta\sigma_o\langle h\rangle}{\varepsilon_o}=8.4\ \mathrm{meV},$$

and the remaining 9.4 meV comes from the changed semiconductor field. The bending rises from 0.450 to 0.498 V. In this example, charging of the outer surface changes the separation of the lines by more than a third of the change in bending, while the photovoltage changes it by only about 2%. Charge caught at the interface is harder to tell from photovoltage: in the case above it lowers the bending by a further 90 meV but the offset by only about 6 meV.

### Comparison with real gate stacks

Fixed charge, lifetime and surface recombination vary widely with processing, so 0.15 V is an illustration and not a prediction for a particular wafer. A thin silicon-oxide interlayer, if present, would add a static potential drop but no light-dependent one while its charge stayed fixed.

Fixed charge is the assumption most open to doubt. The surface recombination velocity itself comes from interface traps, and these fill as the electron level rises under light. Consider traps spread uniformly over the gap, with capture cross-section $10^{-15}\ \mathrm{cm^2}$ for both carriers and thermal velocity $10^7$ cm/s. An $S$ of 1000 cm/s then needs about $3\times10^{11}$ traps $\mathrm{cm^{-2}\,eV^{-1}}$. They catch about $8\times10^{10}$ electrons $\mathrm{cm^{-2}}$, more than the free sheet that remains, and the loss of bending becomes 0.17 V with an offset change of about $-5$ meV. Cross-sections from $10^{-14}$ to $10^{-16}\ \mathrm{cm^2}$ give 0.15 to 0.21 V and $-4$ to $-8$ meV. Such traps also make $S$ depend on flux, so the flux table is idealized. The offset still moves by only 2 to 4% of the shift, but in a real stack trap filling can contribute as much to the photovoltage as free electrons do. The outer surface can recharge as well. With an assumed emission yield of 0.05 electrons per photon, $5\times10^9$ electrons $\mathrm{cm^{-2}\,s^{-1}}$ leave the sample. If they all came from the outer surface and none were replaced, the oxide term alone would shift by 10 meV in about 119 s. A crude upper estimate of tunnelling through a 1.5 eV barrier, with mass 0.2 of the free-electron mass, gives a possible crossing rate of $1.4\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}}$. The sustained supply is limited by the x-ray pair rate, $4.1\times10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$, which is still far above the emission. Replacement is then plausible for the bare oxide, but the same exchange could let surface states change their occupation under light. An added silicon-oxide interlayer (barrier 3.1 eV, mass 0.5) lowers the crossing estimate to about $4\times10^{11}\ \mathrm{cm^{-2}\,s^{-1}}$ for 1 nm and to $7\times10^{8}\ \mathrm{cm^{-2}\,s^{-1}}$ for 1.5 nm. The latter is below the emission, and charging of the outer surface must then be expected. The recharging cases above show the size of the consequences.

Quantum confinement also matters. For silicon's anisotropic masses, a triangular-well estimate reduces the interface electron sheet at given bending to 0.38 of its classical value. This lowers the photovoltage from 0.150 to about 0.13 V. The estimate uses the surface field throughout the well; since the real field weakens with depth, it tends to overstate the confinement. Confinement also holds the electrons away from the interface plane, which roughly halves the classical offset change of $-3.3$ meV. Temperature has a larger effect on the photovoltage: at 350 K, with the same fixed charge and excess density, the classical photovoltage is 0.097 V, chiefly because the Boltzmann factor $e^{\psi_d/v}$ is smaller. The remaining estimates are in the numerical output.

## Computed values

```
INPUTS (round model values)
temperature 300 K, kT/q 25.852 mV, gap 1.12 eV
acceptors 1.0e+17, Nc 3.0e+19, Nv 2.0e+19 cm^-3
relative permittivity: semiconductor 11.7, oxide 20.0
oxide 3.0 nm; escape lengths: semiconductor 3.0 nm, oxide 2.0 nm
core level below own valence edge: semiconductor 99.0 eV, oxide 14.0 eV; true offset 3.00 eV
x-ray flux 1.0e+11 cm^-2 s^-1, photon 1486.6 eV, pair energy 3.6 eV, absorption length 8.0 um
D_n 20, D_p 10 cm2/s; lifetime 10 us; surface recombination 1000 cm/s
CARRIERS AND CHARGE
intrinsic density 9.583e+09, dark minority density 9.183e+02 cm^-3
pair rate 4.129e+13 cm^-2 s^-1, diffusion length 141.4 um
excess density: formula 1.6189e+10, numerical 1.6189e+10 cm^-3
quasi-Fermi splitting 0.431 eV
fixed sheets: outer 2.000e+12, interface -1.138e+12, total 8.617e+11 cm^-2
semiconductor surface field 0.1333 MV/cm, oxide field 0.1810 MV/cm
electron sheet: dark 2.19e+06, light 1.253e+11 cm^-2
DARK -> LIGHT
band bending 0.6000 -> 0.4497 V
photovoltage: full Poisson 0.1503 V, Lambert formula 0.1503 V, W = 5.813
slope dV/dln(n_b): numerical 22.06 mV, formula 22.06 mV
bulk E_F-E_v 0.1370 eV; apparent at interface 0.7370 -> 0.5867 eV
semiconductor core binding energy 99.6984 -> 99.5514 eV
oxide core binding energy 17.7707 -> 17.6204 eV
offset from mean levels 3.0723 -> 3.0690 eV, change -3.31 meV
offset from line peaks 3.0720 -> 3.0688 eV, change -3.21 meV
predicted offset change -3.31 meV, bound 40.0 meV
static bias: oxide field 33.69 meV, dark semiconductor field 38.59 meV
mean emission height above interface 1.862 nm
FLUX SERIES
flux 1e+09 cm^-2 s^-1: photovoltage 0.0565 V, offset change -1.22 meV
flux 1e+10 cm^-2 s^-1: photovoltage 0.1010 V, offset change -2.20 meV
flux 1e+11 cm^-2 s^-1: photovoltage 0.1503 V, offset change -3.31 meV
flux 1e+12 cm^-2 s^-1: photovoltage 0.2021 V, offset change -4.51 meV
RECHARGING AND DOPING TYPE
2e+11 cm^-2 electrons caught at interface: bending 0.3598 V, offset change from dark -9.39 meV
5e+11 cm^-2 positive charge added outside: bending 0.4977 V, offset change from light 17.79 meV
  of which oxide field 8.42 meV
n-type, upward bending: semiconductor core shift +0.1470 eV, offset change +3.31 meV; p-type core shift -0.1470 eV
NEGLECTED EFFECTS
confinement: sheet ratio 0.384, photovoltage would be 0.1294 V (surface field used throughout the well)
interface electrons 5.81e+17 cm^-3, degeneracy shift 0.177 mV
quasi-Fermi drops: electrons 3.54 uV, holes 3.24 uV; injection ratio 1.6e-07
external field over 1 cm: offset change 1.40 neV
emission yield 0.05: 5.0e+09 electrons cm^-2 s^-1; without leakage 10 meV oxide shift after 119 s
tunnelling (barrier 1.5 eV, mass 0.2): factor 4.9e-08, upper supply 1.4e+17 cm^-2 s^-1
same charge and excess density at 350 K: photovoltage 0.0973 V
```
